# The PBE exchange potential in the tail of a neutral atom

## Problem

A neutral, spherical, spin-unpolarized atom has nuclear charge $Z$ and $N=Z$ electrons. Far from the nucleus its density has the form

$$n(r)\simeq A\,r^{p}e^{-\alpha r},\qquad \alpha>0 .$$

Exchange is treated with the PBE functional and correlation is left out, so the Kohn-Sham potential is

$$V(r)=-\frac{Z}{r}+v_H(r)+v_x(r).$$

(a) What is the limit of $v_x^{\rm PBE}/v_x^{\rm LDA}$ as $r\to\infty$, and how does $v_x^{\rm PBE}$ itself decay?

(b) Does $V$ support a Rydberg series, that is, infinitely many bound levels accumulating at zero energy?

Hartree atomic units are used: lengths in bohr, energies in hartree. The PBE exchange energy is $E_x=\int e\,d^3r$ with

$$e=-\tfrac34 B\,n^{4/3}F(s),\qquad B=\left(\tfrac{3}{\pi}\right)^{1/3},\qquad s=\frac{|\nabla n|}{2c\,n^{4/3}},\qquad c=(3\pi^2)^{1/3},$$

$$F(s)=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},\qquad \kappa=0.804,\quad \mu=0.21951 .$$

LDA exchange is the case $F=1$.

## A tempting solution

*In the tail $|\nabla n|\simeq\alpha n$, so $s\simeq\alpha/(2cn^{1/3})$ grows without limit and $F\to1+\kappa$. The energy density is $F$ times that of LDA, so the potential is $F$ times that of LDA:*

$$v_x^{\rm PBE}=F(s)\,v_x^{\rm LDA}\to(1+\kappa)\,v_x^{\rm LDA}.$$

*As for (b), an electron far from a neutral atom sees the nucleus and the other $N-1$ electrons, a net charge of $+1$. Hence $V\to-1/r$, and there is a Rydberg series as in hydrogen.*

## Where it fails

The first paragraph treats $F$ as a fixed number while the energy is differentiated. But $F$ depends on $n$ and $\nabla n$, and a functional derivative also counts the change of $F$ when the density is varied. These terms contain $F'$ and $F''$ multiplied by powers of $s$, and $s$ diverges. That $F'$ goes to zero does not settle the matter: it must go to zero fast enough. The limit written above has not been established, and the equation before the arrow does not hold in general at finite $r$.

The second paragraph describes what an electron ought to feel, whereas the question concerns the potential $V$ as defined. The Hartree potential $v_H$ comes from all $N$ electrons, including the one that is far away. In a neutral atom it cancels $-Z/r$ completely at large distance. A tail $-1/r$ could then come only from $v_x$, one of whose tasks is to remove the interaction of the electron with itself. Whether PBE exchange does so must be found from its potential.

## Right solution, part (a)

**The potential.** Under a small change $\delta n$,

$$\delta E_x=\int\left(\frac{\partial e}{\partial n}\,\delta n+\frac{\partial e}{\partial\nabla n}\cdot\nabla\delta n\right)d^3r .$$

Integrating the second term by parts, for a $\delta n$ that vanishes at the boundary, gives

$$v_x=\frac{\partial e}{\partial n}-\nabla\cdot\frac{\partial e}{\partial\nabla n}.$$

At fixed gradient $s\propto n^{-4/3}$, so $\partial s/\partial n=-4s/(3n)$ and

$$\frac{\partial e}{\partial n}=-Bn^{1/3}F-\tfrac34Bn^{4/3}F'\left(-\frac{4s}{3n}\right)=-Bn^{1/3}\,(F-sF').$$

For $F=1$ this is the whole potential: $v_x^{\rm LDA}=-Bn^{1/3}$.

At fixed density, $s$ changes with the gradient as $\partial s/\partial\nabla n=(\nabla n/|\nabla n|)/(2cn^{4/3})$. The density falls outward, so $\nabla n/|\nabla n|=-\hat{\mathbf r}$. The factors $n^{4/3}$ cancel and

$$\frac{\partial e}{\partial\nabla n}=-\frac{3B}{8c}F'\,(-\hat{\mathbf r})=+\frac{3B}{8c}F'\,\hat{\mathbf r}.$$

The divergence of a radial field $f(r)\hat{\mathbf r}$ is $f'+2f/r$. With $s'=ds/dr$,

$$v_x=-Bn^{1/3}(F-sF')-\frac{3B}{8c}\left(F''s'+\frac{2F'}{r}\right).$$

Division by $v_x^{\rm LDA}=-Bn^{1/3}$ gives

$$\frac{v_x}{v_x^{\rm LDA}}=F-sF'+\frac{3}{8c\,n^{1/3}}\left(F''s'+\frac{2F'}{r}\right).$$

**Everything in terms of $s$.** Define the local decay rate $q=-n'/n>0$. Then $|\nabla n|=qn$ and

$$s=\frac{q}{2c\,n^{1/3}},\qquad\text{so}\qquad \frac{3}{8c\,n^{1/3}}=\frac{3s}{4q}.$$

The logarithmic derivative of $s$ is $s'/s=q'/q-n'/(3n)=q'/q+q/3$. Inserting both results,

$$\frac{v_x}{v_x^{\rm LDA}}=F-sF'+s^2F''\left(\frac14+\frac{3q'}{4q^2}\right)+\frac{3sF'}{2qr}. \tag{1}$$

This holds wherever the density falls outward, for any $F$. It also shows why the tempting step is unsafe. Take $F=s$ and a pure exponential density, $q=\alpha$. Then $F-sF'=0$ and $F''=0$, and (1) gives $3s/(2\alpha r)$, whereas the tempting rule gives $s$. The two differ by a factor that grows with $r$.

**The PBE tail.** For large $s$, with $a=\kappa^2/\mu$,

$$F=1+\kappa-\frac{a}{s^2}+O(s^{-4}),\qquad sF'=\frac{2a}{s^2}+O(s^{-4}),\qquad s^2F''=-\frac{6a}{s^2}+O(s^{-4}).$$

All three corrections are of the same order, so none may be dropped. Their contributions to (1) are

- from $F$: $-a/s^2$;
- from $-sF'$: $-2a/s^2$;
- from the $F''$ term: $-(a/s^2)\left[\tfrac32+9q'/(2q^2)\right]$;
- from the last term: $+(a/s^2)\,3/(qr)$.

The sum is

$$\frac{v_x^{\rm PBE}}{v_x^{\rm LDA}}=1+\kappa-\frac{a}{s^2}\left[\frac92+\frac{9q'}{2q^2}-\frac{3}{qr}\right]+O(s^{-4}). \tag{2}$$

For $n=Ar^pe^{-\alpha r}$ we have $q=\alpha-p/r\to\alpha$ and $q'=p/r^2\to0$, so the bracket tends to $9/2$. Meanwhile $s\propto n^{-1/3}$ grows as $e^{\alpha r/3}$, up to a power of $r$. The correction therefore vanishes exponentially, and

$$\boxed{\;\frac{v_x^{\rm PBE}}{v_x^{\rm LDA}}\to1+\kappa=1.804,\qquad v_x^{\rm PBE}\simeq-1.804\,B\,A^{1/3}\,r^{p/3}e^{-\alpha r/3}\;}$$

The tempting solution had the right limit, for a reason it did not give: PBE's $F$ saturates fast enough that $sF'$ and $s^2F''$ vanish. Its approach to the limit is wrong. It has $a/s^2$ where the correct correction tends to $\tfrac92a/s^2$.

## Right solution, part (b)

**The electrostatic part.** For a spherical density,

$$v_H(r)=\frac1r\int_0^r4\pi x^2n\,dx+\int_r^\infty4\pi x\,n\,dx .$$

Neutrality means $Z=\int_0^\infty4\pi x^2n\,dx$. Subtracting $Z/r$ leaves only charge outside $r$:

$$-\frac Zr+v_H(r)=-\int_r^\infty4\pi x\,n(x)\,\frac{x-r}{r}\,dx .$$

This is negative and decays as $e^{-\alpha r}$, up to a power of $r$. It is much smaller than $v_x^{\rm PBE}$, which decays as $e^{-\alpha r/3}$. So the whole of $V$ is exponentially small at large $r$.

The assumed density is consistent with this. Where $V$ is negligible, a bound orbital with radial function $u=r\phi$, angular momentum $l$ and energy $\varepsilon<0$ obeys $u''=[2|\varepsilon|+l(l+1)/r^2]\,u$. Write $k=\sqrt{2|\varepsilon|}$ and $u=e^{-kr}(1+\beta/r+\dots)$. The terms in $1/r^2$ give $2k\beta=l(l+1)$, so the centrifugal term only supplies a factor that tends to one, and $u\propto e^{-\sqrt{2|\varepsilon|}\,r}$ to leading order. The highest occupied level decays most slowly, and $n\propto u^2/r^2$ gives $p=-2$ and $\alpha=2\sqrt{2|\varepsilon|}$.

**Each lobe of a bound state has a price.** A short range makes a finite number of levels plausible; here is the proof. For angular momentum $l$,

$$-u''=\left[-2V+2E-\frac{l(l+1)}{r^2}\right]u,\qquad u(0)=0 .$$

Let $W=2\max(-V,0)$. For a bound state $E<0$, so wherever $u>0$ we have $-u''\le Wu$.

Call the stretch between neighbouring zeros $a<b$ of $u$ a lobe; the first begins at $r=0$, and the last has $b=\infty$. Choose the sign so that $u>0$ there, and let $u$ have its maximum at $d$, where $u'(d)=0$. Then

$$u'(r)=\int_r^d(-u'')\,dt\le\int_r^dWu\,dt .$$

Integrate from $a$ to $d$ and exchange the order of integration:

$$u(d)\le\int_a^d(t-a)\,W(t)\,u(t)\,dt\le u(d)\int_a^dt\,W(t)\,dt .$$

Every lobe therefore requires $\int tW\,dt\ge1$ over its own interval. The number of lobes cannot exceed

$$I=\int_0^\infty r\,W(r)\,dr .$$

**Higher levels have more lobes.** Let $u_1,u_2$ be bound states of the same $l$ with $E_1<E_2$. From their equations,

$$(u_1'u_2-u_1u_2')'=2(E_2-E_1)\,u_1u_2 .$$

Suppose $u_2$ kept one sign, say positive, in a lobe $(a,b)$ where $u_1>0$. Integrated over the lobe, the right side is positive. The left side gives $u_1'u_2|_b-u_1'u_2|_a\le0$, since $u_1$ rises from zero at $a$ and falls to zero at $b$. This is a contradiction, so $u_2$ changes sign inside every lobe of $u_1$ and has at least one lobe more. The $k$-th level of a given $l$ thus has at least $k$ lobes, which requires $k\le I$.

**The total is finite.** The integral $I$ converges at infinity because $V$ decays exponentially. It converges at the nucleus because $V$ diverges there no faster than $1/r$. (The last term of (1) adds a $1/r$ part to $v_x$ when the density has a cusp, which does no harm.) Each $l$ therefore has finitely many levels.

Large $l$ has none. If $l(l+1)\ge\max(r^2W)$, then $u''=[l(l+1)/r^2+2V-2E]\,u$ has a positive bracket everywhere for $E<0$. A positive maximum, where $u''\le0$, is then impossible, yet a bound state must have one. Since $r^2W$ vanishes at both ends, its maximum is finite. So $V$ has finitely many bound levels in all, and the answer to (b) is no.

## A worked case

Take a model atom with $Z=N=2$ and the fixed density

$$n=\frac{N\alpha^3}{8\pi}e^{-\alpha r},\qquad\alpha=3 .$$

Here $q=\alpha$ and $q'=0$. With $x=r+t$, the electrostatic integral becomes

$$-\frac Zr+v_H=-\frac{N\alpha^3}{2r}e^{-\alpha r}\int_0^\infty(r+t)\,t\,e^{-\alpha t}dt=-Ne^{-\alpha r}\left(\frac1r+\frac\alpha2\right),$$

because the integral over $t$ equals $r/\alpha^2+2/\alpha^3$.

For two electrons of opposite spin in one orbital, exact exchange is known. Each electron has density $n/2$, and exchange removes its interaction with itself. Because the Hartree energy $E_H$ is quadratic in the density, that interaction is $\tfrac14E_H$ for each electron and half of $E_H$ for the two together, so $E_x=-\tfrac12E_H$ and $v_x^{\rm exact}=-\tfrac12v_H\to-1/r$. Both kinds of exchange can be compared on the same density (potentials in hartree):

| $r$ (bohr) | $s$ | PBE/LDA | $v_x^{\rm PBE}$ | $v_x^{\rm exact}$ |
|---|---|---|---|---|
| 1 | 1.021 | 1.047 | $-0.490$ | $-0.876$ |
| 2 | 2.776 | 1.131 | $-0.195$ | $-0.495$ |
| 4 | 20.52 | 1.775 | $-0.0413$ | $-0.250$ |
| 8 | 1120 | 1.804 | $-0.000769$ | $-0.125$ |

At $r=4$, equation (2) reads

$$1.804-\frac{2.9447}{(20.515)^2}\left(4.5-\frac{3}{3\times4}\right)=1.804-0.00700\times4.25=1.774,$$

close to the full value 1.775. The tempting rule gives $F=1.804-0.007=1.797$. At $r=1$ it fares worse: it gives $F=1.178$, against a true ratio of 1.047. The factor 1.804 belongs to the tail; it does not describe the interior of the atom.

**Levels.** For the PBE potential $I=5.21$, which allows at most five s levels. This is an upper limit, and direct solution finds one, at $-0.619$ hartree ($-16.8$ eV). The maximum of $r^2W$ is 1.88, below $l(l+1)=2$ for $l=1$, so there are no bound levels with $l\ge1$. The density is not self-consistent: this level, $-0.6185$ to four places, would produce $\alpha=2\sqrt{2\times0.6185}=2.22$, not 3. The example illustrates the tail and does not predict the spectrum of an atom.

With exact exchange the potential is

$$V=-\frac1r-e^{-\alpha r}\left(\frac1r+\frac\alpha2\right)<-\frac1r .$$

Place a half sine wave on $[L,2L]$ as a trial radial function. Its kinetic energy is $\pi^2/(2L^2)$, and its potential energy is below $-1/(2L)$ because $r\le2L$. The total is negative once $L>\pi^2\approx9.87$. The intervals for $L=10,20,40,\dots$ do not overlap, so every combination of $M$ such functions has negative energy. If there were fewer than $M$ bound s levels, some combination would be orthogonal to all of them and could not have negative energy. There are thus infinitely many levels.

The number of s levels below zero in a box of growing radius shows the contrast:

| box radius (bohr) | PBE exchange | exact exchange |
|---|---|---|
| 100 | 1 | 8 |
| 200 | 1 | 12 |
| 400 | 1 | 17 |

Writing the exact-exchange levels as $E=-1/(2\nu^2)$ gives $\nu=0.719,\ 1.763,\ 2.768,\ 3.769,\dots$ The steps approach one, as in a hydrogen-like series with a nearly constant shift. In this two-electron model the picture of an electron that sees a charge $+1$ is right for exact exchange. PBE exchange does not reproduce it.

## When the conclusion changes

The sign of the net charge matters. In a negative ion the electrostatic part tends to the repulsive $(N-Z)/r$, which outweighs the exponentially small $v_x$; $W$ then vanishes at large $r$ and the proof above again gives finitely many levels. The number can be too small to hold the electrons. For anions such as H$^-$ and F$^-$, self-consistent PBE exchange in a Gaussian basis puts the highest occupied level above zero, so a density of the assumed form, built from bound orbitals, need not exist. In a positive ion of charge $Q=Z-N$, the electrostatic part tends to $-Q/r$ and lies below it, and $v_x^{\rm PBE}$ is negative in the tail. The sine-wave argument then works for large $L$ with $-Q/(2L)$ in place of $-1/(2L)$, so the ion does have a Rydberg series with PBE exchange.

Adding a correlation potential $v_c$ leaves the answer to (b) unchanged if $\int r|v_c|\,dr$ is finite and $r^2|v_c|$ is bounded, since the proof uses nothing else about the potential.

The number 1.804 plays no part in (b). What removes the series is that $v_x$ follows $n^{1/3}$, and LDA exchange shares this property. A larger factor deepens the tail without lengthening its range.

The numerical check checks equation (1) against direct variation of the PBE energy, and checks the tail correction, the decay rate and the level counts numerically.

## Numbers as computed

```
kappa = 0.804, mu = 0.21951, limit 1+kappa = 1.804
tail coefficient kappa^2/mu = 2.9447
model: Z = N = 2, alpha = 3.0 per bohr
density at nucleus = 2.1486 per bohr^3
decay rate of v_x(PBE) = 1.000000 per bohr
r (bohr), s, v_LDA, v_PBE, exact v_x (hartree), PBE/LDA ratio
  0.5      0.6195 -7.70716e-01 -8.45996e-01  -1.21904  1.097676
  1.0      1.0214 -4.67463e-01 -4.89606e-01  -0.87553  1.047368
  2.0      2.7764 -1.71970e-01 -1.94578e-01  -0.49504  1.131466
  4.0     20.5153 -2.32736e-02 -4.13068e-02  -0.24999  1.774834
  6.0    151.5886 -3.14974e-03 -5.68038e-03  -0.16667  1.803445
  8.0   1120.0966 -4.26271e-04 -7.68989e-04  -0.12500  1.803990
 10.0   8276.4567 -5.76895e-05 -1.04072e-04  -0.10000  1.804000
leading tail estimate of ratio at 4 bohr = 1.774264
s-state counting bound I = 5.2129
max of r^2 W = 1.8844; no states for l >= 1
PBE exchange: bound levels with l = 0: 1
PBE exchange: bound levels with l = 1: 0
PBE s level 1 = -0.619 hartree = -16.83 eV
box radius (bohr), s levels below zero: PBE, exact exchange
 100   1   8
 200   1  12
 400   1  17
exact exchange: k, energy (hartree), effective quantum number
 1   -0.9661   0.719
 2   -0.1608   1.763
 3   -0.0653   2.768
 4   -0.0352   3.769
 5   -0.0220   4.769
 6   -0.0150   5.770
trial functions on [L,2L]: L (bohr), energy PBE, exact (hartree)
 10   0.049345  -0.018322
 20   0.012337  -0.021498
 40   0.003084  -0.013833
largest relative error, libxc energy variation = 1.0e-07
largest relative error, potential formula = 2.0e-18
largest relative error, leading tail correction = 2.5e-06
```
